# Choosing the smearing width for golden-rule rates from discrete spectra

## The setting and the recommendation

A golden-rule rate needs a continuous spectrum, but a calculation supplies a finite list of levels. The smearing setting replaces each delta function by a peak of finite width; the interpolation setting fills in the energies between grid points instead. For a smooth spectrum sampled on a regular $k$-grid, the analysis below gives this guidance:

- Compare the width with the energy step between neighbouring grid points, $\delta=2\pi\hbar v/N$, and not with the mean level spacing. Here $N$ is the number of points per direction and $v$ the largest velocity component in sites per unit time.
- Start with a Gaussian of standard deviation $\sigma\approx0.5\,\delta$. Its bias grows as $\sigma^2$.
- Avoid a plain Lorentzian for a final rate: its bias is generally linear in the width.
- Accept a plateau if it also survives a shift of the grid or a change of $N$.
- Triangle or tetrahedron interpolation removes the width, but not the dependence on the grid.

Width conventions differ. Here $\sigma$ is the standard deviation of the Gaussian and $\eta$ the half width at half maximum of the Lorentzian. A Gaussian written as $e^{-x^2/W^2}$ has $W=\sqrt2\,\sigma$.

## What is being approximated

Let an initial state of energy $E$ couple to bath states $k$ through $V_k$. With $x_k=E-E_k$, first-order perturbation theory gives the probability of having left,

$$P(t)=\sum_k|V_k|^2\frac{4\sin^2(x_kt/2\hbar)}{x_k^2},\qquad
\frac{dP}{dt}=\frac{2}{\hbar}\sum_k|V_k|^2\frac{\sin(x_kt/\hbar)}{x_k}.$$

In an infinite bath, $\sin(xt/\hbar)/(\pi x)$ acts as $\delta(x)$ once $\hbar/t$ is small compared with the scale on which the bath varies. Hence

$$\Gamma=\frac{2\pi}{\hbar}G(E),\qquad G(E)=\sum_k|V_k|^2\delta(E-E_k).$$

The coupling must be weak enough that $P\ll1$ at such times. Smearing uses $G_w(E)=\sum_k|V_k|^2w(E-E_k)$, with

$$w_\sigma(x)=\frac{e^{-x^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma},\qquad
w_\eta(x)=\frac{\eta/\pi}{x^2+\eta^2}.$$

The width is a numerical parameter, not the lifetime broadening of the state.

## Too wide: bias

For a dense spectrum, $G_w(E)=\int w(x)G(E-x)\,dx$. Expand $G$ about $E$. The Gaussian has unit area, no first moment and second moment $\sigma^2$, so

$$G_\sigma-G=\tfrac12\sigma^2G''+O(\sigma^4).$$

The Lorentzian has no finite second moment, and this expansion fails. Use instead $F(z)=\sum_k|V_k|^2/(z-E_k)$. Since $\mathrm{Im}\,(x+i\eta)^{-1}=-\eta/(x^2+\eta^2)$, we have $G_\eta=-\mathrm{Im}\,F(E+i\eta)/\pi$. Expanding $F$ in $i\eta$, and using $\mathrm{Im}\,F=-\pi G$ at $\eta\to0^+$, gives

$$G_\eta-G=-\frac{\eta}{\pi}\frac{d\,\mathrm{Re}F}{dE}-\frac{\eta^2}{2}G''+O(\eta^3).$$

The linear term comes from the tails, which collect weight from the whole band. $\mathrm{Re}\,F$ is the second-order energy shift of the initial state, so the leading bias measures how that shift varies with energy. Both expansions require $G$ to be smooth over several widths; they fail at band edges and van Hove singularities.

## Too narrow: noise

**Equally spaced levels.** Let the spacing be $\Delta$, each level carry $|V|^2=G\Delta$, and the comb be displaced by $a\Delta$ from $E$. Poisson summation gives

$$\frac{G_w}{G}=\Delta\sum_nw((n+a)\Delta)=\sum_m\hat w\!\left(\frac{2\pi m}{\Delta}\right)e^{2\pi ima},$$

where $\hat w(\tau)=\int w(x)e^{-i\tau x}dx$ is $e^{-\sigma^2\tau^2/2}$ or $e^{-\eta|\tau|}$. The term $m=0$ is unity. The terms $m=\pm1$ give relative ripples of amplitude

$$2e^{-2\pi^2\sigma^2/\Delta^2}\quad\text{and}\quad2e^{-2\pi\eta/\Delta}.$$

Setting these equal to a tolerance $\varepsilon$ yields

$$\sigma_{\min}=\Delta\sqrt{\frac{\ln(2/\varepsilon)}{2\pi^2}},\qquad
\eta_{\min}=\frac{\Delta}{2\pi}\ln\frac2\varepsilon.$$

For $\varepsilon=1\%$ they are $0.518\,\Delta$ and $0.843\,\Delta$.

**Uncorrelated levels.** Disordered baths and random $k$-sampling can place levels independently. For density $1/\Delta$, the variance of $\sum_k|V_k|^2w(x_k)$ is $\Delta^{-1}\langle|V|^4\rangle\int w^2dx$. Dividing by $G^2=\langle|V|^2\rangle^2/\Delta^2$ gives the relative variance $\kappa\Delta\int w^2dx$, or

$$\frac{\kappa\Delta}{2\sqrt\pi\,\sigma}\quad\text{and}\quad\frac{\kappa\Delta}{2\pi\eta},\qquad
\kappa=\frac{\langle|V|^4\rangle}{\langle|V|^2\rangle^2}.$$

The noise now falls as a power of the width, not exponentially. Write the relative bias as $b\sigma^2$ or $c\eta$, and set $A=\kappa\Delta/2\sqrt\pi$, $B=\kappa\Delta/2\pi$. The mean square errors are $b^2\sigma^4+A/\sigma$ and $c^2\eta^2+B/\eta$. Setting their derivatives to zero gives

$$\sigma^5=\frac{A}{4b^2},\qquad\eta^3=\frac{B}{2c^2}.$$

The best errors therefore shrink as $\Delta^{2/5}$ and $\Delta^{1/3}$.

As a check, take $G(x)\propto e^{-x^2/2}$ at its centre, with $x$ in profile widths. Then $|b|=1/2$. For the Lorentzian, differentiating $G_\eta(0)=(2\pi)^{-1}\int e^{-\eta|\tau|}\sqrt{2\pi}\,e^{-\tau^2/2}d\tau$ at $\eta=0$ gives $|c|=\sqrt{2/\pi}$. With $\Delta=0.002$ and real normally distributed couplings, $\kappa=3$, these leading-order formulas give widths of $0.279$ and $0.091$. The predicted root-mean-square (rms) errors are 8.7% and 12.6%; sampled spectra give 8.5% and 12.3%. The best Gaussian spans about 140 mean spacings, whereas half a spacing suffices for a comb. A rule based on mean spacing alone cannot serve both cases.

## Why a regular grid has its own spacing

Consider a square lattice with $\mathbf k=2\pi(\mathbf n+\boldsymbol\theta)/N$, where the twist $\boldsymbol\theta$ shifts the grid. Put $f(\mathbf k)=N^2|V_k|^2$ and expand $f(\mathbf k)w(E-E_k)=\sum_{\mathbf R}c_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}$. Averaging over the grid removes every term except $\mathbf R=N\mathbf M$ with integer $\mathbf M$:

$$G_w(\boldsymbol\theta)=\sum_{\mathbf M}c_{N\mathbf M}e^{-2\pi i\mathbf M\cdot\boldsymbol\theta}.$$

The term $\mathbf M=0$ is the infinite-lattice smeared value. The variance over twists is $\sum_{\mathbf M\ne0}|c_{N\mathbf M}|^2$. Writing $w$ as a time integral shows what these coefficients mean:

$$c_{\mathbf R}=\int\frac{dt}{2\pi\hbar}\,\hat w(t/\hbar)e^{iEt/\hbar}
\int\frac{d^2k}{(2\pi)^2}f(\mathbf k)e^{i\mathbf k\cdot\mathbf R-iE_kt/\hbar}.$$

The inner integral is an amplitude to travel a distance $\mathbf R$ in time $t$. For $\mathbf R=N\mathbf M$ the excitation has gone round the finite lattice. It is small until $t$ comes near $N/v$, where the kernel has fallen to

$$\hat w=e^{-\sigma^2N^2/2\hbar^2v^2}=e^{-2\pi^2\sigma^2/\delta^2}
\quad\text{or}\quad e^{-2\pi\eta/\delta},\qquad\delta=\frac{2\pi\hbar v}{N}.$$

These are the comb exponentials with $\Delta$ replaced by $\delta$. The prefactor differs, because the wave spreads over directions. The exponent can differ too: the term $\mathbf M$ is carried mainly by states near the contour at $E$ whose velocity points along $\mathbf M$. Where these are slower than $v$, as near a band bottom, they arrive later and the ripple falls faster with the width. The comb formula with the largest velocity thus supplies a cautious scale here, not a value for the noise.

## A solvable bath

Let an emitter couple with strength $g$ to two neighbouring sites of a square lattice:

$$E_k=-2J(\cos k_x+\cos k_y),\qquad |V_k|^2=\frac{2g^2}{N^2}(1+\cos k_x).$$

On a contour of energy $E$, exchange of $k_x$ and $k_y$ makes their cosines equal on average, so $\langle\cos k_x\rangle=-E/4J$ and

$$G=2g^2\left(1-\frac{E}{4J}\right)\rho(E).$$

To find $\rho$, the density of states per site, set $p=(k_x+k_y)/2$ and $q=(k_x-k_y)/2$. Then $E_k=-4J\cos p\cos q$, and $p,q$ may be averaged uniformly over full periods. Let $\epsilon=E/4J$. For $|\cos p|>|\epsilon|$, the delta function has two roots in $q$, each contributing $1/(4J\sqrt{\cos^2p-\epsilon^2})$. Four equal ranges of $p$ give

$$\rho=\frac{1}{2\pi^2J}\int_0^{\arccos|\epsilon|}\frac{dp}{\sqrt{\cos^2p-\epsilon^2}}
=\frac{K(1-\epsilon^2)}{2\pi^2J}.$$

The last step uses $\sin p=\sqrt{1-\epsilon^2}\sin\phi$, and $K(m)=\int_0^{\pi/2}d\phi/\sqrt{1-m\sin^2\phi}$.

The Lorentzian bias needs $\mathrm{Re}\,F$. The principal-value average of $1/(E+4J\cos p\cos q)$ over $q$ vanishes for $|\cos p|>|\epsilon|$ and otherwise equals $\mathrm{sgn}(E)/(4J\sqrt{\epsilon^2-\cos^2p})$. Substituting $\cos p=|\epsilon|\sin\phi$ gives $\mathrm{Re}F_0=\mathrm{sgn}(E)K(\epsilon^2)/(2\pi J)$ for unit coupling. Replacing $\cos k_x$ by $-E_k/4J$, and using $E_k/(E-E_k)=-1+E/(E-E_k)$, yields

$$\mathrm{Re}F=2g^2\left[\left(1-\frac{E}{4J}\right)\mathrm{Re}F_0+\frac1{4J}\right].$$

Take $E=-J$, $g=0.05J$ and $N=64$. With $\rho=0.14191/J$,

$$\Gamma=2\pi\,(2\times0.05^2)(1.25)(0.14191)\frac J\hbar
=5.573\times10^{-3}\frac J\hbar.$$

For $J=1$ meV this is $8.47\ \mathrm{ns}^{-1}$.

The largest velocity component is $v=2J/\hbar$, so $\delta=4\pi J/64=0.196J$. The mean spacing $1/(N^2\rho)$ is $0.0017J$, more than a hundred times smaller. The travel time $N/v=32\hbar/J$ is also shorter than the lifetime $1/\Gamma\approx179\hbar/J$. Smearing therefore estimates the infinite-lattice rate; it does not make this finite lattice decay irreversibly.

The scaling with $\delta$ can be tested. Define ripple as the standard deviation over twists relative to the infinite-lattice value, taken as an rms over energies from $-2J$ to $-J$. At $N=32$, $\sigma=0.20J$ it is 0.085%. Doubling $N$ and halving $\sigma$ gives 0.055%. Reducing $\sigma$ fourfold instead, in proportion to the mean spacing, gives 3.4%.

## Finding a plateau

In the regime where bias dominates, the slope measures the error. For a Gaussian, $G_\sigma\approx G+\beta\sigma^2$ with $\beta=G''/2$, hence $dG_\sigma/d\ln\sigma\approx2\beta\sigma^2$, twice the bias. For a Lorentzian the bias is linear, and the logarithmic slope equals its leading term. The corrected estimates are

$$G_\sigma-\frac12\frac{dG_\sigma}{d\ln\sigma},\qquad G_\eta-\frac{dG_\eta}{d\ln\eta}.$$

Since $\sigma\partial_\sigma w_\sigma=w_\sigma(x^2/\sigma^2-1)$ and $\eta\partial_\eta w_\eta=w_\eta(x^2-\eta^2)/(x^2+\eta^2)$, they amount to using the kernels

$$w_\sigma\left(\frac32-\frac{x^2}{2\sigma^2}\right),\qquad\frac{2\eta^3}{\pi(x^2+\eta^2)^2}.$$

The first is the first-order Methfessel–Paxton kernel. Its leading bias is $-\sigma^4G''''/8$; that of the second is $+\eta^2G''/2$. The price is noise: the Fourier factors are multiplied by $1+\sigma^2\tau^2/2$ and $1+\eta|\tau|$. A corrected kernel therefore needs a somewhat larger width.

A single grid with twist $(0.30,0.15)$ gives these rates in $10^{-3}J/\hbar$:

| Width$/J$ | Gaussian | Lorentzian |
|---|---|---|
| 0.05 | 5.609 | 5.563 |
| 0.10 | 5.580 | 5.498 |
| 0.15 | 5.588 | 5.449 |
| 0.20 | 5.600 | 5.401 |
| 0.40 | 5.719 | 5.186 |

The Gaussian values are nearly flat from $0.10J$ to $0.20J$. The Lorentzian values keep falling. The Lorentzian rate at $0.05J$ lies close to 5.573, but its twist-averaged bias is $-0.69\%$; on this grid the noise happens to cancel part of it.

Extrapolation uses the same reasoning. Two Gaussian widths and a bias proportional to $\sigma^2$ give

$$5.5876-(5.6001-5.5876)\frac{0.15^2}{0.20^2-0.15^2}=5.572,$$

within 0.03% of the infinite-lattice rate. Linear extrapolation of the Lorentzian pair gives $5.4488+3(5.4488-5.4005)=5.594$, which is 0.4% high.

Flatness alone is insufficient. Among 16 randomly shifted grids scanned from $0.005J$ to $0.2J$, three had a stationary Gaussian value more than 5% wrong; the worst error was 28%. Sixteen grids are a small sample, and neither the fraction nor the worst error should be read as typical. Such points arise at widths far below $0.5\,\delta$. There the kernel covers some tens of levels or fewer, and their uneven placement can produce a maximum or minimum. Comparing twists exposes this, because the false value moves with the grid.

## Interpolation instead of a width

Divide each grid square into two triangles and interpolate energy and coupling linearly. Sort the corner energies as $e_1<e_2<e_3$. For $e_1<E<e_2$, the part below $E$ is a corner whose two sides are cut at fractions $(E-e_1)/(e_2-e_1)$ and $(E-e_1)/(e_3-e_1)$. Its area fraction is their product. Differentiating, and treating the upper corner in the same way, gives the density per triangle

$$D=\begin{cases}\dfrac{2(E-e_1)}{(e_2-e_1)(e_3-e_1)},&e_1<E<e_2,\\[2mm]
\dfrac{2(e_3-E)}{(e_3-e_1)(e_3-e_2)},&e_2<E<e_3.\end{cases}$$

The contour is a straight segment with constant energy gradient, so the linear coupling is averaged by taking the mean of its two end values. In three dimensions the lowest corner of a tetrahedron has volume fraction $(E-e_1)^3/[(e_2-e_1)(e_3-e_1)(e_4-e_1)]$, and its derivative is the density there.

For a locally quadratic function with second-derivative matrix $H$, linear interpolation errs by $\frac12\sum_{i<j}\lambda_i\lambda_j\,\mathbf d_{ij}\cdot H\mathbf d_{ij}$, where $\lambda_i$ are barycentric weights and $\mathbf d_{ij}$ the edges. This follows by expanding the corner values about the evaluation point; the linear terms cancel. The triangle average of $\lambda_i\lambda_j$ is $1/12$. Two edges have length $h=2\pi/N$ along the axes and one is diagonal. With no mixed derivative, as here, the mean error is $(h^2/12)\nabla^2$ applied to the function.

Now $\nabla^2E_k=-E_k$, and the coupling $2g^2(1+\cos k_x)$ has Laplacian $-2g^2\cos k_x$. An energy error $\delta E_k$ changes $\delta(E-E_k)$ by $-\delta E_k\,\partial_E\delta(E-E_k)$. Adding the two first-order effects and averaging over twists gives

$$\overline{G_{\rm tri}}-G=\frac{h^2}{12}\left[\frac{d(EG)}{dE}+2g^2\frac{E}{4J}\rho\right].$$

At $N=24$ this predicts a relative error of 0.376%, and the twist-averaged sums give the same to the digits shown.

The scatter between single grids shrinks more slowly than this mean error. The energy error contains parts of size $h^2$ that oscillate from cell to cell. Differentiating their phase with respect to $E$ brings a factor $N$, and stationary phase along a curved contour brings $N^{-1/2}$. The result scales as $N^{-3/2}$. Over energies from $-2.4J$ to $-1.2J$, the relative rms spread over twists is 0.107%, 0.0405% and 0.0154% at $N=32$, 64 and 128. The end values give a power of $-1.40$, and each doubling gives about the same. This is slower than $N^{-2}$ and close to the estimate; three grid sizes and a finite set of energies and twists do not fix the exponent more closely. The same counting suggests $N^{-2}$ for a curved surface in three dimensions, a case not computed here.

## Which choice, and how large a grid

At $N=64$, the total rms errors over the energy window from $-2J$ to $-J$, relative to the infinite-lattice values, are:

| Method | Best sampled width$/J$ | Error |
|---|---|---|
| Lorentzian | 0.10 | 1.7% |
| Corrected Lorentzian | 0.20 | 0.27% |
| Gaussian | 0.10 | 0.08% |
| Triangles | none | 0.08% |
| Corrected Gaussian | 0.15 | 0.005% |

At this $N$ and in this window, interpolation matches a well-chosen plain Gaussian without a width search. A similar tie should not be assumed for other spectra, because the two errors have different origins. A slight increase of $\sigma/\delta$ suppresses the Gaussian ripple exponentially and leaves a bias falling nearly as $N^{-2}$, whereas the triangle fluctuation falls roughly as $N^{-3/2}$. The corrected Gaussian does better because this part of the spectrum is smooth. That advantage should not be carried over to a van Hove point: here $\rho$ diverges logarithmically at $E=0$. Even at $E=-J$, the leading formula predicts a bias of 1.8% for $\sigma=0.4J$, while the sum gives 2.6%.

The two limits on the width also fix the grid. At $E=-J$ the Gaussian bias is about $11.3\%\,(\sigma/J)^2$, so to this order a 1% bias allows $\sigma\approx0.30J$; higher orders raise the actual bias there to about 1.3%. Requiring $0.518\times4\pi J/N$ to be no larger gives $N\approx22$. The Lorentzian bias is $0.692\%$ in size at $\eta=0.05J$, or $13.8\%$ times $\eta/J$ (this includes the $\eta^2$ term; the linear term alone gives $13.3\%$). It allows $\eta\approx0.072J$; then $0.843\times4\pi J/N$ requires $N\approx147$. These are planning estimates based on comb ripple and low-order bias, and they err on the large side. The comb formula overstates the ripple of this lattice: at $N=64$, $\eta=0.10J$ it gives an amplitude of 8%, while the ripple over twists is 0.49%. At $E=-J$ the deviation between twists already stays below 1% from roughly $N\approx19$ for the Gaussian and $N\approx90$ for the Lorentzian.

In practice:

1. Estimate $\delta$ from the band velocity and the grid, and scan Gaussian widths from about $0.5\,\delta$ upwards.
2. Repeat with several twists. Their spread measures the noise. At widths where the logarithmic slope hardly changes from twist to twist, half the slope of their mean estimates the leading bias.
3. If no width meets both tolerances, enlarge the grid or use the corrected Gaussian, provided the spectrum is smooth over several widths.
4. For interpolation, vary $N$ and the twist, since there is no width whose variation could reveal the error.
5. For uncorrelated levels, use the power-law noise formula and average over realizations; the grid rule does not apply.

The remaining values are in the numerical output.

## Computed results

```
E = -1.0 J, g = 0.05 J, N = 64
density of states per site = 0.14191 1/J
infinite-lattice rate = 5.5728 1e-3 J/hbar
same rate for J = 1 meV = 8.467 1/ns
mean level spacing = 0.00172 J
largest energy step of grid = 0.1963 J
1% ripple, Gaussian: width/spacing = 0.518
1% ripple, Lorentzian: width/spacing = 0.843
random levels, Gaussian: best width = 0.2791 profile widths
  rms error: predicted 8.71 %, sampled 8.47 %
random levels, Lorentzian: best width = 0.0909 profile widths
  rms error: predicted 12.56 %, sampled 12.29 %
random levels: spacing = 0.002 profile widths, kappa = 3
Gaussian bias, width 0.10 J: predicted 0.1131 %, sum 0.1151 %
Lorentzian bias, width 0.05 J: predicted -0.6923 %, sum -0.6922 %
ripple N=32, width 0.2 J: grid 0.06547 %, time integral 0.06547 %
window ripple N=32, width 0.20 J = 0.0853 %
window ripple N=64, width 0.10 J = 0.0554 %
window ripple N=64, width 0.05 J = 3.4454 %
N=64: kernel, width (J), bias at E (%), window ripple (%), total rms (%)
Gauss         0.025    0.0071   10.7626   10.7626
Gauss         0.050    0.0284    3.4454    3.4454
Gauss         0.100    0.1151    0.0554    0.0845
Gauss         0.150    0.2652    0.0001    0.1462
Gauss         0.200    0.4895    0.0000    0.2672
Gauss         0.400    2.6286    0.0000    1.3631
Lorentz       0.025   -0.3493    6.9551    6.9675
Lorentz       0.050   -0.6922    2.7088    2.8306
Lorentz       0.100   -1.4401    0.4918    1.7395
Lorentz       0.150   -2.2420    0.0920    2.5422
Lorentz       0.200   -3.0952    0.0174    3.4366
Lorentz       0.400   -6.9462    0.0000    7.2294
Gauss corr.   0.025   -0.0000   16.5685   16.5685
Gauss corr.   0.050   -0.0001    8.3636    8.3636
Gauss corr.   0.100   -0.0021    0.3515    0.3515
Gauss corr.   0.150   -0.0119    0.0012    0.0053
Gauss corr.   0.200   -0.0453    0.0000    0.0193
Gauss corr.   0.400   -0.3922    0.0000    0.3009
Lorentz corr. 0.025   -0.0746   14.7821   14.7824
Lorentz corr. 0.050    0.0279    7.5342    7.5343
Lorentz corr. 0.100    0.1104    2.1504    2.1513
Lorentz corr. 0.150    0.2422    0.5533    0.5692
Lorentz corr. 0.200    0.4162    0.1330    0.2660
Lorentz corr. 0.400    1.3372    0.0003    0.7546
single grid, twist (0.30, 0.15): width (J), rates (1e-3 J/hbar)
  0.025  Gaussian 5.6836  Lorentzian 5.6556
  0.050  Gaussian 5.6089  Lorentzian 5.5625
  0.100  Gaussian 5.5797  Lorentzian 5.4975
  0.150  Gaussian 5.5876  Lorentzian 5.4488
  0.200  Gaussian 5.6001  Lorentzian 5.4005
  0.400  Gaussian 5.7193  Lorentzian 5.1857
grids with a false flat point = 3 of 16, worst error 28.2 %
triangle mean error N=24: predicted 0.3760 %, found 0.3760 %
triangle twist fluctuation N=32 = 0.1074 %
triangle twist fluctuation N=64 = 0.0405 %
triangle twist fluctuation N=128 = 0.0154 %
triangle fluctuation falls as N to the power -1.40
triangle total rms error N=64 = 0.0818 %
triangle rate on the single grid = 5.5813 1e-3 J/hbar
```
